\section*{A negative cross mobility and the second law in a ternary alloy}

\section*{Problem}

Two diffusion fluxes $J_1,J_2$ in an alloy at uniform temperature $T$ respond linearly to two driving forces $X_1,X_2$,
\begin{equation}
J_i=\sum_{j=1}^{2}L_{ij}X_j ,\qquad L_{12}=L_{21},
\label{law}
\end{equation}
and the entropy produced per volume and time, $\sigma$, obeys
\begin{equation}
T\sigma=J_1X_1+J_2X_2=L_{11}X_1^2+2L_{12}X_1X_2+L_{22}X_2^2 .
\label{quad}
\end{equation}
The diagonal mobilities are $L_{11}=4.0365\times10^5$ and $L_{22}=1.4781\times10^5$, both in $1/(\mathrm{eV\,nm\,s})$.

(a) Supply a negative $L_{12}$ such that $T\sigma\ge0$ for every pair of forces.

(b) The diagonal entries belong to a model alloy in which three species drift independently through the lattice, with the fractions, tracer diffusivities, temperature and lattice parameter listed under Numbers below. Find the $L_{12}$ that this model dictates, and decide whether its matrix is positive definite at every composition.

Fluxes and forces are components along one direction. The algebra holds in atomic units, with temperature entering as the energy $k_BT$; numbers are in nm, eV, s and K.

\section*{A tempting solution}

Apply the forces one at a time. With $X_2=0$ the production is $L_{11}X_1^2>0$, and with $X_1=0$ it is $L_{22}X_2^2>0$. Now apply both, equal and opposite, $X_1=-X_2=X$:
\[
T\sigma=(L_{11}+L_{22}-2L_{12})X^2 ,
\]
which a negative $L_{12}$ only makes larger. Positive diagonal entries therefore seem to be enough, and any negative $L_{12}$ will do. Take $L_{12}=-2.9312\times10^5\ 1/(\mathrm{eV\,nm\,s})$.

\section*{Where it fails}

Each statement about the three chosen directions is true. The fault is the step from three directions to all of them. A quadratic form in two variables can be positive on the axes and on one diagonal and still be negative elsewhere, and the diagonal chosen was the one on which a negative $L_{12}$ helps. When $X_1$ and $X_2$ have the same sign, the cross term in \eqref{quad} is negative.

Take $X_1=7.2617\times10^{-6}$ and $X_2=1.0000\times10^{-5}$ eV/nm. In $1/(\mathrm{nm^2\,s})$ the fluxes are
\begin{align*}
J_1&=4.0365\times0.72617-2.9312=0,\\
J_2&=-2.9312\times0.72617+1.4781=-0.650 .
\end{align*}
Component 1 stands still, so it dissipates nothing, while component 2 runs against its force. The production is $T\sigma=J_2X_2=-6.50\times10^{-6}\ \mathrm{eV/(nm^3\,s)}$: entropy would be destroyed with nothing to pay for it. The proposed matrix is forbidden.

\section*{Part (a): the correct condition}

To cover all directions, complete the square in $X_1$. With $L_{11}\neq0$,
\[
L_{11}\Bigl(X_1+\frac{L_{12}}{L_{11}}X_2\Bigr)^2
=L_{11}X_1^2+2L_{12}X_1X_2+\frac{L_{12}^2}{L_{11}}X_2^2 .
\]
Comparison with \eqref{quad} shows that the last term must be changed from $L_{12}^2/L_{11}$ to $L_{22}$, so
\begin{equation}
T\sigma=L_{11}\Bigl(X_1+\frac{L_{12}}{L_{11}}X_2\Bigr)^2
+\frac{L_{11}L_{22}-L_{12}^2}{L_{11}}\,X_2^2 .
\label{square}
\end{equation}
If
\begin{equation}
L_{11}>0\quad\text{and}\quad \det L=L_{11}L_{22}-L_{12}^2>0 ,
\label{cond}
\end{equation}
both terms are nonnegative. Their sum vanishes only if $X_2=0$ and then $X_1=0$, so $L$ is positive definite. The conditions are also necessary for this. The choice $X_2=0$ demands $L_{11}>0$, and the choice $X_1=-L_{12}X_2/L_{11}$, which empties the bracket, demands $\det L>0$. That second choice is the force pair used above: it makes $J_1=0$, and for fixed $X_2$ it gives the least production.

The negative values that make $L$ positive definite are thus $-\sqrt{L_{11}L_{22}}<L_{12}<0$, that is, down to about $-2.44\times10^5\ 1/(\mathrm{eV\,nm\,s})$. The tempting value was 1.2 times too large in magnitude. At the limit itself $T\sigma$ is still nonnegative, but it vanishes along one direction of nonzero forces, and the matrix is only semidefinite.

Any number in this interval answers (a). It remains to see which one an alloy picks.

\section*{Part (b): the matrix of an alloy}

\subsection*{Model and forces}

Let species $k=1,2,3$ have site fractions $x_k>0$ with $x_1+x_2+x_3=1$, on a cubic lattice with constant site density $c$. Atomic volumes are taken as equal, pressure is uniform, and vacancies are few and kept at equilibrium, so that they carry no driving force. Relative to the lattice each species responds to its own chemical potential $\mu_k$ alone:
\begin{equation}
J_k^{\rm lat}=M_kF_k,\qquad F_k=-\frac{d\mu_k}{dz},\qquad
M_k=c\,x_kb_k,\qquad b_k=\frac{D_k}{k_BT}>0 ,
\label{lattice}
\end{equation}
where $D_k$ is the tracer diffusivity. In this frame there are no cross terms.

The three forces are not independent. At uniform temperature and pressure the Gibbs--Duhem relation $\sum_kx_k\,d\mu_k=0$ gives
\begin{equation}
\sum_kx_kF_k=0 .
\label{gd}
\end{equation}
Define $X_1=F_1-F_3$ and $X_2=F_2-F_3$. Inserting $F_1=X_1+F_3$ and $F_2=X_2+F_3$ in \eqref{gd} gives $x_1X_1+x_2X_2+(x_1+x_2+x_3)F_3=0$, hence
\begin{equation}
F_3=-x_1X_1-x_2X_2,\qquad F_1=X_1+F_3,\qquad F_2=X_2+F_3 .
\label{forces}
\end{equation}
With $P_{ik}=\delta_{ik}-x_i$ for $i=1,2$ and $k=1,2,3$, these three lines read $F_k=\sum_iP_{ik}X_i$.

\subsection*{Fluxes and entropy production}

The lattice fluxes need not add up to zero; the difference is carried by vacancies, and the lattice drifts. Seen from the frame without net atomic flux, the lattice has a velocity $v$ and $J_k=J_k^{\rm lat}+c\,x_kv$. Setting $\sum_kJ_k=0$ gives $cv=-\sum_lJ_l^{\rm lat}$, so
\begin{equation}
J_i=J_i^{\rm lat}-x_i\sum_lJ_l^{\rm lat}=\sum_kP_{ik}J_k^{\rm lat},\qquad i=1,2 .
\label{frame}
\end{equation}

In this frame the energy, entropy and particle densities obey $du=T\,ds+\sum_k\mu_k\,dn_k$ with $\partial_tn_k=-\partial_zJ_k$ and $\partial_tu=-\partial_zJ_u$. Therefore
\[
T\,\partial_ts=-\partial_zJ_u+\sum_k\mu_k\partial_zJ_k
=-\partial_z\Bigl(J_u-\sum_k\mu_kJ_k\Bigr)-\sum_kJ_k\,\partial_z\mu_k .
\]
Since $T$ is uniform, division by it leaves the first term a pure divergence, which is entropy transport. The second is production, $T\sigma=\sum_kJ_kF_k$. With $J_3=-J_1-J_2$ this becomes $J_1(F_1-F_3)+J_2(F_2-F_3)=J_1X_1+J_2X_2$, as used in \eqref{quad}. The change of frame costs nothing: it alters $\sum_kJ_kF_k$ by $cv\sum_kx_kF_k$, which is zero by \eqref{gd}. So also
\begin{equation}
T\sigma=\sum_kJ_k^{\rm lat}F_k=M_1F_1^2+M_2F_2^2+M_3F_3^2 .
\label{three}
\end{equation}

This already settles positivity. Each term is nonnegative, and the sum vanishes only if all three $F_k$ vanish, which means $X_1=X_2=0$. Whatever sign the cross entry has, the matrix is positive definite for every composition with all $x_k>0$.

\subsection*{The entries}

Inserting $J_k^{\rm lat}=M_k\sum_jP_{jk}X_j$ in \eqref{frame} gives $L_{ij}=\sum_kP_{ik}M_kP_{jk}$, which is symmetric. Let $B=\sum_kx_kb_k$ be the mean mobility, so that $\sum_kM_k=cB$. Then
\begin{align}
L_{11}&=(1-x_1)^2M_1+x_1^2M_2+x_1^2M_3
=(1-2x_1)M_1+x_1^2\,cB\nonumber\\
&=c\,x_1\bigl[b_1(1-2x_1)+x_1B\bigr],
\label{L11}
\end{align}
and $L_{22}$ follows by exchanging 1 and 2. The cross entry is
\begin{align}
L_{12}&=-(1-x_1)x_2M_1-x_1(1-x_2)M_2+x_1x_2M_3\nonumber\\
&=-x_2M_1-x_1M_2+x_1x_2\,cB
=c\,x_1x_2\,(B-b_1-b_2).
\label{L12}
\end{align}
Within this model $L_{12}<0$ holds exactly when $b_1+b_2>B$.

The determinant confirms positivity independently of \eqref{three}, by the two conditions \eqref{cond}. The first, $L_{11}>0$, holds because $L_{11}=\sum_kP_{1k}^2M_k$ is a sum of positive terms. From the sums for the entries,
\[
L_{11}L_{22}-L_{12}^2=\sum_{k,l}M_kM_l\bigl(P_{1k}^2P_{2l}^2-P_{1k}P_{2k}P_{1l}P_{2l}\bigr).
\]
Terms with $k=l$ cancel. Adding the terms $(k,l)$ and $(l,k)$ gives a perfect square, so
\[
\det L=\sum_{k<l}M_kM_l\,(P_{1k}P_{2l}-P_{1l}P_{2k})^2 .
\]
The brackets are $(1-x_1)(1-x_2)-x_1x_2=x_3$ for the pair $(1,2)$, $-(1-x_1)x_2-x_1x_2=-x_2$ for $(1,3)$, and $x_1x_2+x_1(1-x_2)=x_1$ for $(2,3)$. Hence
\begin{align}
\det L&=x_3^2M_1M_2+x_2^2M_1M_3+x_1^2M_2M_3\nonumber\\
&=c^2x_1x_2x_3\,(x_3b_1b_2+x_2b_1b_3+x_1b_2b_3)>0 .
\label{det}
\end{align}

\subsection*{Numbers}

The given diagonal entries belong to rough, round parameters in the regime of an fcc Cr--Ni--Fe alloy, numbered in that order, at 1400 K. There $k_BT=0.12064$ eV. The fractions are 0.2, 0.2 and 0.6, the tracer diffusivities 4000, 1000 and 2000 $\mathrm{nm^2/s}$, and a lattice parameter of 0.36 nm gives $c=85.73\ \mathrm{nm^{-3}}$. The mobilities $b_k$ are 33156, 8289 and 16578 $\mathrm{nm^2/(eV\,s)}$, with mean
\[
B=0.2\times33156+0.2\times8289+0.6\times16578=18236\ \mathrm{nm^2/(eV\,s)} .
\]
Equation \eqref{L11} gives $L_{11}=85.73\times0.2\times(0.6\times33156+0.2\times18236)=4.04\times10^5$, the stated value, and $L_{22}$ follows in the same way. The cross entry is
\[
L_{12}=85.73\times0.04\times(18236-33156-8289)=-7.96\times10^4\ \frac{1}{\mathrm{eV\,nm\,s}} ,
\]
or $-7.96\times10^3\ 1/(\mathrm{eV}\,\text{\AA}\,\mathrm{s})$. It lies well inside the interval of part (a): $L_{12}^2/(L_{11}L_{22})=0.106$, and $\det L=5.33\times10^{10}\ (\mathrm{eV\,nm\,s})^{-2}$.

A sharper statement than $T\sigma>0$ follows from the eigenvalues. A symmetric matrix has orthogonal eigenvectors, and in that basis $T\sigma$ is the sum of the squared force components, each weighted by its eigenvalue. The production therefore lies between $\lambda_-|X|^2$ and $\lambda_+|X|^2$, with
\[
\lambda_\pm=\tfrac12\Bigl[L_{11}+L_{22}\pm\sqrt{(L_{11}-L_{22})^2+4L_{12}^2}\,\Bigr],
\]
here $1.25\times10^5$ and $4.26\times10^5\ 1/(\mathrm{eV\,nm\,s})$. Evaluating the three squares \eqref{three} for unit force pairs in 20001 directions over a half circle gave the same smallest and largest values.

\section*{A flux against its conjugate force}

One might fear that a negative $L_{12}$ breaks the second law whenever it reverses a flux. Take $X_1=1.0\times10^{-6}$ and $X_2=1.0\times10^{-5}$ eV/nm. In $1/(\mathrm{nm^2\,s})$,
\begin{align*}
J_1&=0.404-0.796=-0.392,\\
J_2&=-0.080+1.478=1.398 .
\end{align*}
The product $J_1X_1=-3.9\times10^{-7}\ \mathrm{eV/(nm^3\,s)}$ is negative, but $J_2X_2=1.398\times10^{-5}$ outweighs it, and $T\sigma=1.36\times10^{-5}$ in the same unit. Division by $T$ gives $\sigma=9.7\times10^{-9}\ \mathrm{eV/(K\,nm^3\,s)}$. The second law binds the sum and not each product.

The species forces show that nothing strange happens to chromium. By \eqref{forces}, $F_3=-(0.2+2.0)\times10^{-6}=-2.2\times10^{-6}$ eV/nm, so $F_1=-1.2\times10^{-6}$ and $F_2=7.8\times10^{-6}$ eV/nm. Chromium is pushed backwards by its own chemical potential and moves backwards. It opposes $X_1$ because $X_1$ is a difference: iron is pushed backwards harder still. In the lattice frame all three contributions to $T\sigma$ are positive, namely 0.082, 0.865 and 0.413 in units of $10^{-5}\ \mathrm{eV/(nm^3\,s)}$, and they add up to the same total.

\section*{Limits and the other sign}

\textit{Equal mobilities.} For $b_k=b$, \eqref{L12} gives $L_{12}=-c\,x_1x_2b$. The cross entry is then negative without any difference between the species. It comes from the Gibbs--Duhem relation \eqref{gd}: with $X_1=0$, a positive $X_2$ requires $F_1=-x_2X_2$, which drives component 1 backwards.

\textit{Dilute components.} For $x_1,x_2\to0$ at fixed mobilities, $L_{ii}\to c\,x_ib_i$, whereas $L_{12}$ is of second order in the small fractions. The coupling measure becomes
\[
\frac{L_{12}^2}{L_{11}L_{22}}\to x_1x_2\frac{(b_3-b_1-b_2)^2}{b_1b_2}\to0 ,
\]
and the two solutes diffuse independently.

\textit{Vanishing third species.} For $x_3\to0$ the determinant \eqref{det} tends to zero and definiteness is lost. With $x_1+x_2=1$, \eqref{L12} becomes $L_{12}=-c\,x_1x_2(x_2b_1+x_1b_2)$, and \eqref{L11} becomes $L_{11}=-L_{12}$. Then $J_1=L_{11}(X_1-X_2)$, and equal forces produce neither flux nor entropy. A binary alloy has one independent flux, and a two-by-two description of it is redundant.

\textit{Fast host.} The sign of $L_{12}$ can be turned by the third species alone. Setting $B=b_1+b_2$ at fixed composition and fixed $D_1,D_2$ gives
\[
D_3=\frac{(1-x_1)D_1+(1-x_2)D_2}{x_3}=\frac{0.8\times4000+0.8\times1000}{0.6}=6667\ \mathrm{nm^2/s} .
\]
For faster iron $L_{12}$ would be positive, and the matrix would still be positive definite by \eqref{three}. The sign of the cross entry and the sign of the entropy production are separate questions.

\section*{Entropy in a closed bar}

That $\sigma$ is the growth rate of an actual entropy can be seen in an ideal mixture, $\mu_k=k_BT\ln x_k+\text{const}$, in a periodic bar of length $W=10000$ nm. Its mixing entropy per cross-section is $S=-k_Bc\int\sum_kx_k\ln x_k\,dz$. Using $\sum_k\partial_tx_k=0$, then $c\,\partial_tx_k=-\partial_zJ_k$, and then partial integration without boundary terms,
\begin{align*}
\frac{dS}{dt}&=-k_Bc\int\sum_k(\partial_tx_k)\ln x_k\,dz
=k_B\int\sum_k(\partial_zJ_k)\ln x_k\,dz\\
&=-k_B\int\sum_kJ_k\,\partial_z\ln x_k\,dz
=\frac1T\int\sum_kJ_kF_k\,dz=\int\sigma\,dz .
\end{align*}
For $x_1=0.2+0.08\cos(2\pi z/W)$ and $x_2=0.2+0.06\sin(2\pi z/W+0.4)$, with the mobilities above, the left side was found by differencing $S$ in time and the right side from the closed formulas for $L_{ij}$. Both give $2.891\times10^{-3}\ \mathrm{eV/(K\,nm^2\,s)}$.

\section*{How far a real alloy departs from the model}

The diffusivities are rough values for the regime, so the entries of $L$ should be read as orders of magnitude. Within the model the sign of $L_{12}$ depends on the composition and the mobility ratios alone; correlated jumps shift the point where it changes, in Manning's approximation from $D_3=6667$ to about $6400\ \mathrm{nm^2/s}$. One assumption that affects every entry is independent drift in the lattice frame: atoms share the same vacancies, so their jumps are correlated. This was estimated by simulating one vacancy in a random fcc alloy of the same composition. Exchange rates in the ratio $6:1:2.25$ gave tracer diffusivities in the ratio $3.95:1:1.98$, close to the example. The matrix obtained from the collective displacements of the species was compared with the one built from tracer displacements alone. Correlation raised $L_{11}$ by about 7\%, $L_{22}$ by about 5\% and the magnitude of $L_{12}$ by about 14\%, with statistical errors below 1 percentage point. Collective displacements were collected over 100 jumps at a time, tracer displacements over the whole run, and cutting correlations off at the ends of these stretches biases the shifts upward: with stretches of 400 to 800 jumps they fall to about 6\%, 5\% and 12 to 13\%. The shifts therefore indicate the size of the effect, not its exact value; Manning's approximate theory of correlated jumps gives about 3\%, 3.5\% and 10\% for the same tracer diffusivities. The simulated matrix kept its negative cross entry and stayed positive definite.

Three other effects were estimated. Take grain boundaries of width 0.5 nm around cubic grains of $10^5$ nm, with two of the three sets of walls parallel to the flux. If they were 3000 times more conductive than the bulk, they would add $2\times0.5\times3000/10^5=3\%$ to the bulk transport. Rough fits for fcc metals suggest ratios from some $10^4$ to above $10^5$ at this temperature, and the boundaries could then carry a share comparable to that of the bulk. The matrix found here therefore describes the interior of a grain, or a sample with far coarser grains. Inside a grain, vacancies are made or absorbed mainly at dislocations. If the net lattice flux builds up across a diffusion zone of width $w$, they are needed at the rate $q=|\sum_kJ_k^{\rm lat}|/w$ per volume. Each dislocation, with core radius $r_0$, serves a cylinder of radius $R=(\pi\rho)^{-1/2}$, where $\rho$ is the number of dislocations per area. This takes a difference in vacancy chemical potential of $\int_{r_0}^{R}q\,(R^2-r^2)/(2cBr)\,dr$, and division by $w$ turns it into a force. For $10^{-6}$ dislocations per $\mathrm{nm^2}$ and a diffusion zone of 10000 nm, the resulting vacancy force is about 0.1\% of $X_2$; it grows in narrower zones and at lower dislocation densities. At $10^{-8}$ per $\mathrm{nm^2}$ the same formula gives about 14\%, but each cylinder is then slightly wider than the zone, so this figure is only a rough indication. The nonlinear response of a jump to the force $X_2$ is a relative correction of order $10^{-11}$. The numerical output lists the inputs to the estimates of 3\%, 0.1\% and $10^{-11}$.

\section*{Table of computed values}
\begin{verbatim}
temperature 1400 K, kB T = 0.12064 eV
rough lattice parameter 0.36 nm, site density 85.73 nm^-3
fractions Cr, Ni, Fe: [0.2 0.2 0.6]
rough tracer diffusivities Cr, Ni, Fe: [4000. 1000. 2000.] nm^2/s
mobilities b Cr, Ni, Fe: [33156.  8289. 16578.] nm^2/(eV s)
mean mobility B = 18236 nm^2/(eV s)
L11 = 4.0365e+05 1/(eV nm s) = 4.0365e+04 1/(eV angstrom s)
L12 = -7.9592e+04 1/(eV nm s) = -7.9592e+03 1/(eV angstrom s)
L22 = 1.4781e+05 1/(eV nm s) = 1.4781e+04 1/(eV angstrom s)
det L = 5.3329e+10 1/(eV nm s)^2
L12^2/(L11 L22) = 0.1062
eigenvalues of L: 1.2507e+05, 4.2639e+05 1/(eV nm s)
scan over directions, min and max: 1.2507e+05, 4.2639e+05 1/(eV nm s)
Fe diffusivity at which L12 changes sign: 6667 nm^2/s
example forces X1, X2: 1.0e-06, 1.0e-05 eV/nm
species forces F Cr, Ni, Fe: -1.200e-06 7.800e-06 -2.200e-06 eV/nm
fluxes J1, J2: -3.9228e-01, 1.3985e+00 1/(nm^2 s)
J1 X1 = -3.9228e-07 eV/(nm^3 s)
J2 X2 = 1.3985e-05 eV/(nm^3 s)
T sigma = 1.3593e-05 eV/(nm^3 s)
sigma = 9.7094e-09 eV/(K nm^3 s)
counterexample L12 = -2.9312e+05 1/(eV nm s)
counterexample forces: 7.2617e-06, 1.0000e-05 eV/nm
counterexample T sigma = -6.5038e-06 eV/(nm^3 s)
periodic bar length 10000 nm
bar: entropy rate from mixing entropy 2.890993e-03 eV/(K nm^2 s)
bar: integral of sigma 2.890993e-03 eV/(K nm^2 s)
one-species vacancy walk, measured/uncorrelated: 1.004
simulation exchange rates Cr, Ni, Fe (relative): [6.   1.   2.25]
simulation tracer diffusivities relative to Ni: [3.95 1.   1.98]
correlation changes L11 by 6.7 +- 0.3 percent
correlation changes L12 by 13.6 +- 0.7 percent
correlation changes L22 by 5.3 +- 0.3 percent
rough boundary width 0.5 nm, grain size 100000 nm
rough boundary/bulk diffusivity ratio 3000
grain-boundary share relative to bulk: 3.0 percent
rough dislocation density 1.0e-06 nm^-2, core radius 0.25 nm
vacancy-imbalance force relative to X2: 0.11 percent
nonlinear jump-bias correction: 1.9e-11 (fraction)
\end{verbatim}
